# Resonance Parameters from Box Levels: Averaged Density and Complex Continuation: a program that tests the result

```python
"""
Resonance position and width from the levels of a particle in a box.

Result under test (atomic units, s wave, E = k^2/2, hard wall at r = L):
 A) the level density averaged over a window of length M*pi/k equals
    [delta'(E) + mean(L_n)/k]/pi, so a Lorentzian fit gives the resonance;
 B) two levels of one avoided crossing, continued to complex L, tend to
    the pole E_r - i*Gamma/2 as Im L grows; with W = exp(2ikL) the pole
    is the value of E at W = 0.
Symbols: delta = phase shift, L_n = box sizes at which a level equals E,
M = number of such sizes in the window, Gamma = full width.
The potential is V(r) = V0 r^2 exp(-r).
"""
import math
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import curve_fit, minimize_scalar

V0 = 7.5
N_BASIS = 150
CENTRE = 24.0


def hamiltonian(L):
    """Sine-basis matrix with exact integrals; L may be complex."""
    p = np.arange(2 * N_BASIS + 1)
    q = p * np.pi / L

    def moment(s):
        return 2 / s**3 - np.exp(-s * L) * (L**2 / s + 2 * L / s**2 + 2 / s**3)

    cosine = 0.5 * V0 * (moment(1 - 1j * q) + moment(1 + 1j * q))
    if not np.iscomplexobj(L):
        cosine = cosine.real
    n = np.arange(1, N_BASIS + 1)
    h = (cosine[abs(n[:, None] - n)] - cosine[n[:, None] + n]) / L
    h[np.diag_indices(N_BASIS)] += 0.5 * (n * np.pi / L)**2
    return h


def box_levels(L):
    return np.linalg.eigvalsh(hamiltonian(float(L)))


def complex_level(L, target):
    values = np.linalg.eigvals(hamiltonian(complex(L)))
    return values[np.argmin(abs(values - target))]


R_OUT = 30.0


def outer_solution(E):
    """Regular solution and its slope at R_OUT by direct integration."""
    start = np.array([0.0, 1.0]) * (1 + 0 * E)
    sol = solve_ivp(
        lambda r, y: [y[1], 2 * (V0 * r * r * math.exp(-r) - E) * y[0]],
        (0.0, R_OUT), start, method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


def phase_shift(E):
    u, du = outer_solution(E)
    k = math.sqrt(2 * E)
    return math.atan2(k * u, du) - k * R_OUT


def phase_derivative(E, step=5e-5):
    change = phase_shift(E + step) - phase_shift(E - step)
    change = (change + np.pi / 2) % np.pi - np.pi / 2
    return change / (2 * step)


# ---------- stabilisation diagram and its inversion ----------
L_grid = np.linspace(20.0, 28.0, 401)
levels = np.array([box_levels(L)[:45] for L in L_grid])
energy = np.linspace(3.20, 3.65, 226)
k_energy = np.sqrt(2 * energy)

size_rows, inverse_slope_rows = [], []
for j in range(levels.shape[1]):
    branch = levels[:, j]
    if branch[-1] > energy[-1] or branch[0] < energy[0]:
        continue
    assert np.all(np.diff(branch) < 0)
    spline = CubicSpline(L_grid, branch)
    target = np.clip(energy, branch[-1], branch[0])
    size = np.interp(target, branch[::-1], L_grid[::-1])
    for _ in range(8):
        size = size - (spline(size) - target) / spline(size, 1)
        size = np.clip(size, L_grid[0], L_grid[-1])
    valid = (energy > branch[-1]) & (energy < branch[0])
    assert np.max(abs(spline(size) - target)) < 1e-9
    size_rows.append(np.where(valid, size, np.nan))
    inverse_slope_rows.append(1 / abs(spline(size, 1)))
sizes = np.array(size_rows)
inverse_slopes = np.array(inverse_slope_rows)


def averaged_density(width):
    inside = (sizes >= CENTRE - width / 2) & (sizes < CENTRE + width / 2)
    count = inside.sum(axis=0)
    density = np.where(inside, inverse_slopes, 0).sum(axis=0) / width
    mean_size = np.where(inside, sizes, 0).sum(axis=0) / count
    return density, count, mean_size


def peak(E, position, width, b0, b1):
    lorentz = width / (2 * np.pi) / ((E - position)**2 + width**2 / 4)
    return lorentz + b0 + b1 * (E - position)


def peak_free_area(E, position, width, b0, b1, area):
    background = b0 + b1 * (E - position)
    return area * (peak(E, position, width, b0, b1) - background) + background


def fit_peak(density):
    top = np.argmax(density)
    guess = [energy[top], 2 / (np.pi * density[top]), np.median(density), 0.0]
    return curve_fit(peak, energy, density, p0=guess)[0]


M = 6
density, count, mean_size = averaged_density(M * np.pi / k_energy)
assert np.all(count == M)
fit = fit_peak(density)
corrected = density - (mean_size - CENTRE) / (np.pi * k_energy)
fit_corrected = fit_peak(corrected)
area = curve_fit(peak_free_area, energy, density, p0=[*fit, 1.0])[0][4]

density_one, count_one, _ = averaged_density(np.pi / k_energy)
assert np.all(count_one == 1)
fit_one = fit_peak(density_one)

# ---------- averaged density against integrated phase shifts ----------
rows = []
for i in (25, 75, 110, 115, 175):
    slope = phase_derivative(energy[i])
    k = k_energy[i]
    exact = (slope + mean_size[i] / k) / np.pi
    smooth = (slope + CENTRE / k) / np.pi
    assert abs(density[i] - exact) < 0.01
    assert abs(density[i] - smooth) < 1 / (2 * k**2) + 0.01
    rows.append((energy[i], mean_size[i], density[i], exact, slope))

# A window that is not a whole number of spacings has the wrong weight.
fixed_width = 5.5 * np.pi / math.sqrt(2 * fit[0])
density_fixed, count_fixed, _ = averaged_density(fixed_width)
assert np.all(abs(count_fixed - k_energy * fixed_width / np.pi) < 1)
fixed_error = np.max(abs(density_fixed - density))
sawtooth_bound = 1 / (2 * k_energy[0]**2)
assert fixed_error > 10 * sawtooth_bound
fit_fixed = fit_peak(density_fixed)

# ---------- independent pole: complex scaling and outgoing wave ----------
start_pole = fit[0] - 0.5j * fit[1]
pole = complex_level(25.0 * np.exp(0.3j), start_pole)
pole_second_angle = complex_level(25.0 * np.exp(0.4j), start_pole)
assert abs(pole - pole_second_angle) < 1e-6


def incoming_part(E):
    u, du = outer_solution(E)
    return du - 1j * np.sqrt(2 * E) * u


previous, current = start_pole, start_pole + 1e-4
f_previous, f_current = incoming_part(previous), incoming_part(current)
for _ in range(12):
    step = -f_current * (current - previous) / (f_current - f_previous)
    previous, f_previous = current, f_current
    current = current + step
    if abs(step) < 1e-10:
        break
    f_current = incoming_part(current)
outgoing_pole = current
assert abs(outgoing_pole - pole) < 1e-6
position, width = pole.real, -2 * pole.imag

for result, tolerance in ((fit, 0.015), (fit_corrected, 0.01), (fit_one, 0.02)):
    assert abs(result[0] - position) < 0.02 * width
    assert abs(result[1] / width - 1) < tolerance
assert abs(area - 1) < 0.05

# ---------- avoided crossing nearest to L = 22 ----------
candidates = []
for j in range(levels.shape[1] - 1):
    gaps = levels[:, j + 1] - levels[:, j]
    i = int(np.argmin(gaps))
    middle = 0.5 * (levels[i, j] + levels[i, j + 1])
    if 5 < i < len(L_grid) - 6 and abs(middle - fit[0]) < 2 * fit[1]:
        candidates.append((abs(L_grid[i] - 22.0), L_grid[i], j))
_, L_near, pair = min(candidates)


def pair_gap(L):
    e = box_levels(L)
    return e[pair + 1] - e[pair]


L_cross = minimize_scalar(pair_gap, bounds=(L_near - 0.1, L_near + 0.1),
                          method="bounded", options={"xatol": 1e-6}).x
pair_energies = box_levels(L_cross)[pair:pair + 2]
gap = pair_energies[1] - pair_energies[0]
background = fit[2] + (L_cross - CENTRE) / (np.pi * math.sqrt(2 * fit[0]))
width_gap = gap * math.tan(np.pi * background * gap / 2)
width_golden = np.pi * background * gap**2 / 2
assert abs(width_gap / width - 1) < 0.05

# ---------- continuation of the pair to complex box size ----------
HALF_SPAN, DEGREE = 0.6, 16
nodes = cheb.chebpts1(DEGREE + 1)
reference = pair_energies.mean()
pairs = np.array([box_levels(L_cross + HALF_SPAN * x)[pair:pair + 2]
                  for x in nodes]) - reference
sum_fit = cheb.chebfit(nodes, pairs.sum(axis=1), DEGREE)
product_fit = cheb.chebfit(nodes, pairs.prod(axis=1), DEGREE)

heights = np.array([0.36, 0.44, 0.52, 0.60])
continued, direct, W = [], [], []
for y in heights:
    x = 1j * y / HALF_SPAN
    half_sum = cheb.chebval(x, sum_fit) / 2
    root = np.sqrt(half_sum**2 - cheb.chebval(x, product_fit))
    value = reference + min((half_sum + root, half_sum - root),
                            key=lambda e: abs(e.imag))
    check = complex_level(L_cross + 1j * y, value)
    assert abs(value - check) < 1e-4
    continued.append(value)
    direct.append(check)
    W.append(np.exp(2j * np.sqrt(2 * value) * (L_cross + 1j * y)))

pole_continued = 0
for a in range(len(W)):
    weight = 1
    for b in range(len(W)):
        if b != a:
            weight *= -W[b] / (W[a] - W[b])
    pole_continued += weight * continued[a]
width_continued = -2 * pole_continued.imag
assert abs(pole_continued.real - position) < 0.01 * width
assert abs(width_continued / width - 1) < 0.01

# The branch approaches the pole exponentially, with no finite stop.
far_one = complex_level(L_cross + 1.5j, pole) - pole
far_two = complex_level(L_cross + 2.0j, pole) - pole
decay = far_two / far_one
decay_expected = np.exp(-np.sqrt(2 * pole))
assert abs(decay / decay_expected - 1) < 0.02

# ---------- output ----------
hartree_ev = physical_constants["Hartree energy in eV"][0]
time_fs = physical_constants["atomic unit of time"][0] * 1e15
print(f"V0 = {V0} hartree/bohr^2, barrier top = {4*V0*math.exp(-2):.4f} hartree")
print(f"basis functions: {N_BASIS}; box sizes: {len(L_grid)}"
      f" from {L_grid[0]:.0f} to {L_grid[-1]:.0f} bohr")
print(f"window centre = {CENTRE} bohr, M = {M}")
print(f"energy range = {energy[0]:.2f} to {energy[-1]:.2f} hartree,"
      f" {len(energy)} points")
print(f"window length at E_r = {M*np.pi/math.sqrt(2*fit[0]):.4f} bohr")
print("E (hartree) | mean L_n (bohr) | density, density from phase,"
      " delta' (1/hartree)")
for row in rows:
    print("%.3f | %.4f | %.4f, %.4f, %.4f" % row)
print(f"largest sawtooth bound 1/(2k^2) = {sawtooth_bound:.4f} 1/hartree")
for name, result in (("M=6 fit", fit), ("M=6 fit, sawtooth removed",
                     fit_corrected), ("M=1 fit", fit_one),
                     ("fixed-window fit", fit_fixed)):
    print(f"{name}: E_r = {result[0]:.6f}, Gamma = {result[1]:.6f} hartree")
print(f"M=6 background b0 = {fit[2]:.4f} 1/hartree,"
      f" b1 = {fit[3]:.4f} 1/hartree^2")
print(f"M=6 peak area when left free = {area:.4f} levels")
print(f"fixed window length = {fixed_width:.4f} bohr, crossings"
      f" {count_fixed.min()} to {count_fixed.max()}")
print(f"largest density change by fixed window = {fixed_error:.3f} 1/hartree")
print(f"avoided crossing at L = {L_cross:.5f} bohr,"
      f" levels {pair+1} and {pair+2}")
print(f"pair energies = {pair_energies[0]:.6f}, {pair_energies[1]:.6f} hartree")
print(f"gap = {gap:.6f} hartree, background there = {background:.4f} 1/hartree")
print(f"Gamma from gap: tangent {width_gap:.6f},"
      f" golden rule {width_golden:.6f} hartree")
print(f"continuation: half span {HALF_SPAN} bohr, degree {DEGREE}")
print("Im L (bohr) | continued E | direct E (hartree) | abs(W)")
for y, e, d, w in zip(heights, continued, direct, W):
    print(f"{y:.2f} | {e.real:.6f}{e.imag:+.6f}i |"
          f" {d.real:.6f}{d.imag:+.6f}i | {abs(w):.4f}")
print(f"continuation: E_r = {pole_continued.real:.6f},"
      f" Gamma = {width_continued:.6f} hartree")
print(f"complex scaling: E_r = {position:.6f}, Gamma = {width:.6f} hartree")
print(f"outgoing wave: E_r = {outgoing_pole.real:.6f},"
      f" Gamma = {-2*outgoing_pole.imag:.6f} hartree")
print(f"Gamma error: M=6 fit {100*(fit[1]/width-1):+.3f} %, sawtooth removed"
      f" {100*(fit_corrected[1]/width-1):+.3f} %")
print(f"Gamma error: M=1 fit {100*(fit_one[1]/width-1):+.3f} %, fixed window"
      f" {100*(fit_fixed[1]/width-1):+.3f} %")
print(f"Gamma error: gap tangent {100*(width_gap/width-1):+.3f} %,"
      f" continuation {100*(width_continued/width-1):+.4f} %")
print(f"distance to pole, Im L 1.5 to 2.0 bohr: factor {abs(decay):.5f},"
      f" expected {abs(decay_expected):.5f}")
print(f"pole in eV: E_r = {position*hartree_ev:.4f},"
      f" Gamma = {width*hartree_ev:.5f}")
print(f"lifetime 1/Gamma = {time_fs/width:.4f} fs")
print("success")
```

Output:

```
V0 = 7.5 hartree/bohr^2, barrier top = 4.0601 hartree
basis functions: 150; box sizes: 401 from 20 to 28 bohr
window centre = 24.0 bohr, M = 6
energy range = 3.20 to 3.65 hartree, 226 points
window length at E_r = 7.2006 bohr
E (hartree) | mean L_n (bohr) | density, density from phase, delta' (1/hartree)
3.250 | 24.2693 | 3.1542, 3.1542, 0.3899
3.350 | 23.8677 | 3.6275, 3.6275, 2.1753
3.420 | 24.4617 | 22.9366, 22.9365, 62.7041
3.430 | 24.1434 | 26.0405, 26.0404, 72.5905
3.550 | 24.4571 | 3.2416, 3.2416, 1.0053
largest sawtooth bound 1/(2k^2) = 0.0781 1/hartree
M=6 fit: E_r = 3.426379, Gamma = 0.025478 hartree
M=6 fit, sawtooth removed: E_r = 3.426390, Gamma = 0.025550 hartree
M=1 fit: E_r = 3.426399, Gamma = 0.025621 hartree
fixed-window fit: E_r = 3.427939, Gamma = 0.024398 hartree
M=6 background b0 = 2.9584 1/hartree, b1 = -0.2151 1/hartree^2
M=6 peak area when left free = 0.9944 levels
fixed window length = 6.6005 bohr, crossings 5 to 6
largest density change by fixed window = 2.536 1/hartree
avoided crossing at L = 21.86331 bohr, levels 15 and 16
pair energies = 3.387885, 3.464289 hartree
gap = 0.076404 hartree, background there = 2.6986 1/hartree
Gamma from gap: tangent 0.025648, golden rule 0.024745 hartree
continuation: half span 0.6 bohr, degree 16
Im L (bohr) | continued E | direct E (hartree) | abs(W)
0.36 | 3.426557-0.019627i | 3.426557-0.019627i | 0.2108
0.44 | 3.426470-0.016672i | 3.426470-0.016672i | 0.1320
0.52 | 3.426436-0.015143i | 3.426436-0.015143i | 0.0846
0.60 | 3.426418-0.014261i | 3.426418-0.014261i | 0.0549
continuation: E_r = 3.426389, Gamma = 0.025537 hartree
complex scaling: E_r = 3.426390, Gamma = 0.025549 hartree
outgoing wave: E_r = 3.426390, Gamma = 0.025549 hartree
Gamma error: M=6 fit -0.276 %, sawtooth removed +0.004 %
Gamma error: M=1 fit +0.283 %, fixed window -4.504 %
Gamma error: gap tangent +0.388 %, continuation -0.0464 %
distance to pole, Im L 1.5 to 2.0 bohr: factor 0.07291, expected 0.07296
pole in eV: E_r = 93.2368, Gamma = 0.69522
lifetime 1/Gamma = 0.9468 fs
success
```
